# Why the secular master equation fails for nearly degenerate dot levels

## A dot that cannot conduct

Take a dot with two degenerate orbitals, annihilated by $d_1$ and $d_2$. The left lead couples to them with equal amplitudes, the right lead with opposite ones. In the combinations

$$a=\frac{d_1+d_2}{\sqrt2},\qquad b=\frac{d_1-d_2}{\sqrt2}$$

the left lead exchanges electrons with $a$ alone and the right lead with $b$ alone. Nothing connects $a$ to $b$, so no steady current flows at any bias. The two paths through $d_1$ and $d_2$ interfere destructively.

Now split the levels, $\varepsilon_1=\delta/2$ and $\varepsilon_2=-\delta/2$ with $\delta>0$. The dot Hamiltonian becomes

$$\frac{\delta}{2}\left(d_1^\dagger d_1-d_2^\dagger d_2\right)=\frac{\delta}{2}\left(a^\dagger b+b^\dagger a\right).$$

The splitting is a hopping amplitude between the fed orbital and the drained one. A tiny $\delta$ must therefore give a tiny current. The secular Lindblad equation instead gives two independent conducting levels, whose current does not vanish as $\delta\to0$. It has discarded the coherence between $d_1$ and $d_2$, which distinguishes $a$ from $b$.

## The exact equation of motion

Electrons are spinless and do not interact. Lead $\alpha=L,R$ has a flat, very wide band of density $\rho$, and the tunnelling Hamiltonian is

$$H_T=\sum_{\alpha k}t\,c_{\alpha k}^\dagger\sum_j v_{\alpha j}d_j+\text{h.c.},\qquad v_L=(1,1),\quad v_R=(1,e^{i\varphi}).$$

The opening case is $\varphi=\pi$. Define $\Gamma=4\pi\rho|t|^2$, an energy, and

$$\Gamma^\alpha_{ij}=\frac{\Gamma}{2}v_{\alpha i}^*v_{\alpha j},\qquad \hat\Gamma=\Gamma^L+\Gamma^R .$$

Each level then has total width $\Gamma$, half from each lead.

The lead operators obey $i\hbar\dot c_{\alpha k}=\varepsilon_kc_{\alpha k}+t\sum_jv_{\alpha j}d_j$. Solve this and insert the result into the equation for $d_i$. In a wide band the memory kernel is $2\pi\hbar\rho|t|^2\delta(t-t')$, and half of the delta function lies inside the time integral. Hence, with $h=\mathrm{diag}(\delta/2,-\delta/2)$,

$$i\hbar\dot d=\left(h-\tfrac{i}{2}\hat\Gamma\right)d+\xi,\qquad \xi_i=\sum_{\alpha k}t^*v_{\alpha i}^*e^{-i\varepsilon_kt/\hbar}c_{\alpha k}(0).$$

Each frequency component has the steady solution $d=G\xi$, where $G(E)=(E-h+i\hat\Gamma/2)^{-1}$. Let $\sigma_{ij}=\langle d_j^\dagger d_i\rangle$. Its derivative contains $\langle d_j^\dagger\xi_i\rangle$ and $\langle\xi_j^\dagger d_i\rangle$. Since the leads start with Fermi occupations $f_\alpha$, these are $\int\frac{dE}{2\pi}\sum_\alpha f_\alpha\Gamma^\alpha G^\dagger$ and $\int\frac{dE}{2\pi}\sum_\alpha f_\alpha G\Gamma^\alpha$. The steady state therefore satisfies

$$0=-i[h,\sigma]-\tfrac12\{\hat\Gamma,\sigma\}+\sum_\alpha Q^\alpha,\qquad
Q^\alpha=i\int\frac{dE}{2\pi}f_\alpha\left(G\Gamma^\alpha-\Gamma^\alpha G^\dagger\right).\tag{1}$$

The terms belonging to the left lead give the electron flow from it. With current positive from left to right,

$$I=\frac{e}{\hbar}\,\mathrm{Tr}\left(Q^L-\Gamma^L\sigma\right).\tag{2}$$

The Redfield equation keeps second order in tunnelling. The source $Q^\alpha$ already contains $\Gamma^\alpha$, so there $G$ is replaced by its value without leads, $(E-h+i0)^{-1}$. Coherences are kept. The secular equation goes further and removes the coupling between populations and coherences.

## Infinite bias: the mechanism

Let $f_L=1$ and $f_R=0$ at all relevant energies. With symmetric limits $\int G\,dE=-i\pi$, whatever the widths, so $Q^L=\Gamma^L$ and $Q^R=0$. The width in $G$ has dropped out, and Redfield coincides with the exact equation.

For $\varphi=\pi$ the off-diagonal elements of $\Gamma^L$ and $\Gamma^R$ cancel, so $\hat\Gamma=\Gamma\,\mathbb 1$. The elements of (1) are

$$-\Gamma\sigma_{ii}+\frac{\Gamma}{2}=0,\qquad -(\Gamma+i\delta)\sigma_{12}+\frac{\Gamma}{2}=0 .$$

Thus $\sigma_{ii}=1/2$ and

$$\sigma_{12}=\frac{\Gamma/2}{\Gamma+i\delta}=\frac{\Gamma}{2\hbar}\int_0^\infty e^{-(\Gamma+i\delta)t/\hbar}\,dt.\tag{3}$$

The integral displays the mechanism. The left lead injects electrons into $a$, a superposition of both levels, and so creates coherence at the rate $\Gamma/2\hbar$. Each contribution then rotates at the frequency $\delta/\hbar$ and decays within $\hbar/\Gamma$. If it rotates many times before decaying, it averages out. If $\delta<\Gamma$, it dies before the average can act.

From (2), $\mathrm{Tr}\,\Gamma^L=\Gamma$ and $\mathrm{Tr}\,\Gamma^L\sigma=(\Gamma/2)(1+2\,\mathrm{Re}\,\sigma_{12})$. Therefore

$$I=\frac{e\Gamma}{2\hbar}\left(1-2\,\mathrm{Re}\,\sigma_{12}\right)=\frac{e\Gamma}{2\hbar}\,\frac{\delta^2}{\delta^2+\Gamma^2}.\tag{4}$$

To see what the secular step does, set $\tilde\sigma_{12}=e^{i\delta t/\hbar}\sigma_{12}$. Then

$$\frac{d\tilde\sigma_{12}}{dt}=-\frac{\Gamma}{\hbar}\tilde\sigma_{12}+\frac{\Gamma}{2\hbar}e^{i\delta t/\hbar}.$$

The secular step deletes the oscillating source, so $\sigma_{12}=0$ and the current is $e\Gamma/2\hbar$ for every $\delta\neq0$. At $\delta=0$ the source does not oscillate, the same rule keeps it, and the current is zero. The secular current thus jumps at degeneracy, where the true current is continuous.

For $\delta\gg\Gamma$, (3) gives $\mathrm{Im}\,\sigma_{12}\approx-\Gamma/2\delta$ but $\mathrm{Re}\,\sigma_{12}\approx\Gamma^2/2\delta^2$. The current feels the real part, so its relative secular error falls as $\Gamma^2/\delta^2$, while the missing coherence falls as $\Gamma/\delta$.

## Lindblad form is not the culprit

Consider a Lindblad equation with one collective jump operator per lead,

$$X_L^\dagger=\sqrt{\frac{\Gamma}{2\hbar}}\,(d_1^\dagger+d_2^\dagger),\qquad X_R=\sqrt{\frac{\Gamma}{2\hbar}}\,(d_1+e^{i\varphi}d_2).$$

A jump operator $J$ changes the mean of $O$ at the rate $\frac12\langle J^\dagger[O,J]+[J^\dagger,O]J\rangle$. Put $O=d_j^\dagger d_i$ and $X_\alpha=\sum_kx_kd_k$, so that $x_i^*x_j=\Gamma^\alpha_{ij}/\hbar$.

For removal, $J=X_R$ and $[O,X_R]=-x_jd_i$. The first term gives $-(\sigma\Gamma^R)_{ij}/2\hbar$ and the second gives $-(\Gamma^R\sigma)_{ij}/2\hbar$.

For injection, $J=X_L^\dagger$ and $[O,X_L^\dagger]=x_i^*d_j^\dagger$. Using $\langle d_kd_j^\dagger\rangle=\delta_{kj}-\sigma_{kj}$, with $\delta_{kj}$ the Kronecker symbol, the first term is $(\Gamma^L-\Gamma^L\sigma)_{ij}/2\hbar$. The second is $(\Gamma^L-\sigma\Gamma^L)_{ij}/2\hbar$.

The sum is $(\Gamma^L-\frac12\{\hat\Gamma,\sigma\})/\hbar$, as in (1). So a Lindblad equation describes the interference correctly here. The secular step replaces each collective jump by separate jumps through levels 1 and 2, as if the lead could tell which level an electron uses. Within a lifetime $\hbar/\Gamma$, levels closer than about $\Gamma$ cannot be told apart.

## When the coherence is not driven

A small splitting alone does not make the secular current wrong. Stay at infinite bias. For general $\varphi$, absorb $e^{i\varphi/2}$ into $d_2$. This leaves $h$ unchanged and makes the couplings symmetric. With $c=\cos(\varphi/2)$, $s=\sin(\varphi/2)$ and Pauli matrices $\tau$,

$$\Gamma^{L,R}=\frac{\Gamma}{2}(1+c\,\tau_x\pm s\,\tau_y),\qquad \hat\Gamma=\Gamma(1+c\,\tau_x),\qquad h=\frac{\delta}{2}\tau_z.$$

Write $\sigma=\frac12+x_0+x\tau_x+y\tau_y$; a $\tau_z$ part would only decay. The constant $\frac12$ contributes $-\hat\Gamma/2$, which combines with the source into $\Gamma^L-\hat\Gamma/2=(\Gamma s/2)\tau_y$. The coefficients of $1$, $\tau_x$ and $\tau_y$ in (1) give

$$x_0+cx=0,\qquad -\delta y-\Gamma(x+cx_0)=0,\qquad \delta x-\Gamma y+\frac{\Gamma s}{2}=0.$$

The first turns the second into $x=-\delta y/(\Gamma s^2)$ for $s\ne0$. The third then yields

$$y=\frac{\Gamma^2s^3}{2(\delta^2+\Gamma^2s^2)}.$$

In (2), $\mathrm{Tr}\,\Gamma^L\sigma=\Gamma/2+\Gamma(x_0+cx+sy)=\Gamma/2+\Gamma sy$, so

$$I=\frac{e\Gamma}{2\hbar}\left[1-\frac{\Gamma^2s^4}{\delta^2+\Gamma^2s^2}\right].\tag{5}$$

For $\varphi=\pi$ this is (4). As $\delta\to0$ with $s\neq0$ it tends to $(e\Gamma/2\hbar)\cos^2(\varphi/2)$, and the crossover lies at $\delta\sim\Gamma|s|$.

For $\varphi=0$ and $\delta\neq0$ the three equations give $x_0=x=y=0$, and the secular current is correct. Injection drives $\sigma_{12}$ with strength $\Gamma/2$, while the loss term contributes $-\frac12\hat\Gamma_{12}(\sigma_{11}+\sigma_{22})=-\Gamma/2$. The two cancel for these equal couplings. At $\varphi=0$ and $\delta=0$ the orbital $b$ is decoupled from both leads, and the steady state is not unique.

With $\Gamma=10$ µeV and $\delta=1$ µeV the exact infinite-bias currents are 1217, 620 and 12.05 pA for $\varphi=0$, $\pi/2$ and $\pi$. The secular value is 1217 pA in all three cases.

## Finite bias: Redfield's own limit

Return to $\varphi=\pi$, with chemical potentials $\mu_{L,R}=\pm eV/2$ and temperature $T$. Now $G$ is diagonal, and (1) needs the integral

$$F_\alpha(\varepsilon)=i\int\frac{dE}{2\pi}\frac{f_\alpha(E)}{E-\varepsilon+i\eta},$$

with $\eta=\Gamma/2$ in the exact equation and $\eta\to0^+$ in Redfield. Expand the Fermi function over its poles, with $\omega_n=2\pi kT(n+\frac12)$:

$$f_\alpha(E)=\frac12-kT\sum_{n\ge0}\left[\frac1{E-\mu_\alpha+i\omega_n}+\frac1{E-\mu_\alpha-i\omega_n}\right].$$

The constant $\frac12$ gives $\frac14$. The first term in the bracket has its pole in the lower half-plane, as does $1/(E-\varepsilon+i\eta)$, so closing the contour above gives zero. The second contributes its residue at $\mu_\alpha+i\omega_n$:

$$F_\alpha=\frac14-ikT\sum_n\frac{1}{\omega_n+\eta+i(\varepsilon-\mu_\alpha)}
=\frac14+\frac{i}{2\pi}\psi(z_\alpha)+i\,\text{const},\quad z_\alpha=\frac12+\frac{\eta+i(\varepsilon-\mu_\alpha)}{2\pi kT}.$$

Here $\psi$ is the digamma function, from $\sum_n(n+z)^{-1}=-\psi(z)+\text{const}$. The real constant depends on the band cutoff and cancels between $F_\alpha\Gamma^\alpha$ and $\Gamma^\alpha F_\alpha^\dagger$. Write $F_\alpha=\frac12f_\alpha+\frac{i}{2\pi}P_\alpha$, so that

$$f_\alpha=\frac12-\frac1\pi\mathrm{Im}\,\psi(z_\alpha),\qquad P_\alpha=\mathrm{Re}\,\psi(z_\alpha).$$

For $\eta\to0$ this $f_\alpha$ is the Fermi function and $P_\alpha$ the principal part. For $\eta=\Gamma/2$ both are broadened.

Let $\Delta f$ be the average of $f_L-f_R$ over the two levels, and $\Delta p$ half the difference of $P_L-P_R$ between levels 1 and 2. Since $\Gamma^{L,R}_{12}=\pm\Gamma/2$, the total source for $\sigma_{12}$ is $(\Gamma/2)(\Delta f+i\Delta p/\pi)$. Hence

$$\sigma_{12}=\frac{\Gamma}{2}\,\frac{\Delta f+i\Delta p/\pi}{\Gamma+i\delta},\qquad \sigma_{ii}=\frac{f_L(\varepsilon_i)+f_R(\varepsilon_i)}{2}.$$

Equation (2) gives $I=(e\Gamma/2\hbar)(\Delta f-2\,\mathrm{Re}\,\sigma_{12})$, or

$$I=\frac{e\Gamma}{2\hbar}\,\frac{\delta^2}{\delta^2+\Gamma^2}\left[\Delta f-\frac{\Gamma\,\Delta p}{\pi\delta}\right].\tag{6}$$

Redfield and the exact result share this form and differ only in $\eta$. The secular current is $(e\Gamma/2\hbar)\Delta f$ with $\eta\to0$. Redfield thus has the right dependence on $\delta/\Gamma$ in the prefactor, and its error comes from unbroadened thermal functions.

For $\delta$ and $\Gamma$ well below $kT$ this error can be located. Because $\psi$ depends on $\eta+i\varepsilon$, $\partial_\eta\psi=-i\,\partial_\varepsilon\psi$, and so $\partial_\eta f_\alpha=\partial_\varepsilon P_\alpha/\pi$. Broadening by $\eta=\Gamma/2$ changes $\Delta f$ by $(\Gamma/2\pi)(P_L-P_R)'$, the derivative being taken at $\varepsilon=0$. The last term in (6) is $-(\Gamma/2\pi)(P_L-P_R)'$ to the same order. In the exact current the two cancel. Redfield has the second without the first, and so errs at first order in $\Gamma/kT$ at fixed $eV/kT$. Dropping the principal part from Redfield leaves a second-order error. That is a property of this model in this regime, not a general recipe.

## Numbers

Take $\Gamma=10$ µeV, $T=1$ K ($kT=86.2$ µeV), $V=1$ mV and $\varphi=\pi$. These are round model parameters. The lifetime is $\hbar/\Gamma=65.8$ ps, and the current scale is $e\Gamma/2\hbar=e/(2\times65.8\ \text{ps})=1217$ pA. The exact column is the Landauer current, obtained by integrating the transmission numerically.

| $\delta$ (µeV) | secular (pA) | Redfield (pA) | exact (pA) |
|---|---|---|---|
| 1 | 1209.7 | 12.07 | 11.98 |
| 3 | 1209.7 | 100.6 | 99.9 |
| 10 | 1209.7 | 609.3 | 604.9 |
| 30 | 1209.6 | 1096.6 | 1088.6 |
| 100 | 1208.5 | 1205.3 | 1196.4 |

The infinite-bias ratio of secular to exact current is $1+\Gamma^2/\delta^2$. It predicts 101 in the first row, 2 in the third and 1.01 in the last, as found. Redfield lies about 0.7% above the exact current in every row. Here $eV\gg kT$, so $P_\alpha\approx\ln|\varepsilon-\mu_\alpha|+\text{const}$ and $(P_L-P_R)'\approx-4/eV$. The excess is then about $2\Gamma/\pi eV=0.64\%$, set by $\Gamma/eV$ rather than $\Gamma/kT$.

Now fix $\delta=\Gamma$ and $V=20$ µV, and lower the temperature.

| $T$ (K) | $\Gamma/kT$ | secular (pA) | Redfield (pA) | exact (pA) |
|---|---|---|---|---|
| 1.00 | 0.12 | 70.5 | 36.3 | 35.2 |
| 0.30 | 0.39 | 230.4 | 127.1 | 114.5 |
| 0.10 | 1.16 | 598.7 | 382.9 | 291.8 |
| 0.05 | 2.32 | 890.4 | 631.8 | 427.3 |

The ratio of secular to exact current is 2.00 at 1 K and 2.08 at 0.05 K. Equation (6) gives the factor 2 when $\delta=\Gamma\ll kT$. The ratio stays close to 2 down to 0.05 K, but (6) does not guarantee this once $\Gamma$ is comparable to $kT$. Redfield's excess over the exact current grows from 3% to 48%. The two approximations have separate conditions: for $\varphi=\pi$ the secular step needs $\delta\gg\Gamma$, and Redfield at finite bias needs $\Gamma\ll kT$ unless both levels lie inside the bias window, many $\Gamma$ away from its edges. These conditions are not sufficient. If both levels lie many $kT$ outside the bias window, the unbroadened $\Delta f$ is exponentially small and the current flows through the level tails. For $eV\ll\delta$ the broadened $\Delta f$ and the $\Delta p$ term then each contribute $2\Gamma eV/\pi\delta^2$ to the bracket in (6). Redfield keeps only the second and gives about half the current, while the secular equation keeps neither. For $\Gamma=1$, $kT=10$, $eV=20$ and $\delta=300$ µeV they give 49% and 0.2% of the exact current. Tests at small $\Gamma/kT$ confirm error orders close to 1 with the principal part and 2 without it.

As a check that does not start from $G$, unitary evolution of the dot with discretized leads gave a current within 1% of the exact formula.

## With Coulomb blockade

Let a charging energy $U$ forbid double occupation, with $\varphi=\pi$ and $kT,\Gamma,\delta\ll eV/2\ll U$. Interaction generally lets the principal parts shift and mix the levels. For $\varphi=\pi$ the mixing terms of the two leads have opposite signs, and for bias symmetric about the levels they cancel up to a remainder $\Gamma eV/4\pi U$. This remainder detunes $a$ from $b$ by much less than $\Gamma$ when $eV\ll U$ and is neglected below; for a bias not centred on the levels the cancellation is lost.

In the orbitals $a$ and $b$, the left lead fills $a$ from the empty dot at rate $\Gamma/\hbar$, and $b$ empties to the right at rate $\Gamma/\hbar$. With populations $p_0,p_a,p_b$ and coherence $\rho_{ab}$, the hopping $\delta/2$ gives

$$\hbar\dot\rho_{ab}=\frac{i\delta}{2}(p_a-p_b)-\frac{\Gamma}{2}\rho_{ab}=0\quad\Rightarrow\quad \rho_{ab}=\frac{i\delta}{\Gamma}(p_a-p_b).$$

The flow from $a$ to $b$, times $\hbar$, is $j=\delta\,\mathrm{Im}\,\rho_{ab}=(\delta^2/\Gamma)(p_a-p_b)$. In the steady state $j=\Gamma p_0=\Gamma p_b$, so $p_a=1-2j/\Gamma$ and $j=(\delta^2/\Gamma)(1-3j/\Gamma)$. Hence

$$I=\frac{e\Gamma}{\hbar}\,\frac{\delta^2}{3\delta^2+\Gamma^2}.$$

The secular equation fills levels 1 and 2 at $\Gamma/2\hbar$ each and empties either at $\Gamma/2\hbar$. Then $\Gamma p_0=(\Gamma/2)(1-p_0)$, $p_0=1/3$, and $I=e\Gamma/3\hbar$ for every $\delta\neq0$. For $\Gamma=10$ µeV this is 811 pA, whereas keeping the coherence gives 23.6 pA at $\delta=1$ µeV and 609 pA at $\delta=10$ µeV. Both are master-equation results; no exact interacting solution is used as a reference here.

At $\delta=1$ µeV the blockaded dot carries about twice the 12.05 pA of the non-interacting dot at infinite bias. Without blockade, the left lead can add an electron to $a$ while $b$ is occupied, and this also destroys the coherence, which then decays at $\Gamma/\hbar$ instead of $\Gamma/2\hbar$. For $\delta\ll\Gamma$ the currents are $e\delta^2/2\hbar\Gamma$ without blockade and $e\delta^2/\hbar\Gamma$ with it. In this limit charging doubles the lifetime of the coherence, and with it the current. For $\delta\gg\Gamma$ it lowers the current instead, from $e\Gamma/2\hbar$ to $e\Gamma/3\hbar$, because the dot can hold only one electron. The full values are in the numerical output.

## Computed results

```
Gamma = 10.0 micro-eV, T = 1.0 K, kT = 86.173 micro-eV, V = 1000 microvolt, phase = pi
lifetime hbar/Gamma = 65.82 ps
infinite-bias secular current e Gamma/(2 hbar) = 1217.07 pA
Splitting scan: currents in pA; last column secular/exact
delta(micro-eV)  secular  Redfield  exact(Landauer)  ratio
     1.0     1209.737     12.065       11.977     101.0011
     3.0     1209.736    100.613       99.885      12.1112
    10.0     1209.724    609.264      604.855       2.0000
    30.0     1209.626   1096.590     1088.646       1.1111
   100.0     1208.480   1205.270     1196.425       1.0101
Infinite-bias coherence sigma12 (dimensionless), phase = pi
delta = 1.0 micro-eV: Re = 0.49505, Im = -0.04950
delta = 10.0 micro-eV: Re = 0.25000, Im = -0.25000
delta = 100.0 micro-eV: Re = 0.00495, Im = -0.04950
Temperature scan: delta = Gamma, V = 20 microvolt, currents in pA
T(K)  Gamma/kT  secular  Redfield  no principal part  exact
1.00   0.1160     70.479     36.348     35.240     35.213
0.30   0.3868    230.417    127.131    115.208    114.462
0.10   1.1605    598.666    382.869    299.333    291.804
0.05   2.3209    890.367    631.788    445.183    427.257
error order in Gamma/kT: Redfield 1.003, without principal part 1.990
Phase scan: delta = 1 micro-eV, infinite bias, exact current
phase = 0.00 pi: 1217.067 pA
phase = 0.50 pi: 620.466 pA
phase = 1.00 pi: 12.050 pA
Double occupation excluded: infinite-bias master-equation currents
delta = 1.0 micro-eV: with coherence 23.632 pA, secular 811.378 pA
delta = 10.0 micro-eV: with coherence 608.534 pA, secular 811.378 pA
delta = 100.0 micro-eV: with coherence 808.683 pA, secular 811.378 pA
discrete-lead test: current 0.11149, formula 0.11093 (units of Gamma/hbar)
```
